\section*{The Thermodynamic Limit of Luminescent Solar Concentrators, part 1}

(Sections cited here and not found follow in the second part.)

\section{The bound on photon-flux concentration}

\subsection{The situation and the quantity to be bounded}

A sheet of clear plastic contains a fluorescent dye. Sunlight enters through the broad front face and is absorbed. The dye re-emits the light at a longer wavelength, and much of it is trapped by total internal reflection until it leaves through a narrow edge, where a small solar cell can collect it. The sheet works under a cloudy sky, whereas, for a receiver in air, no arrangement of lenses and mirrors can raise the flux of light that already arrives uniformly from the whole hemisphere. The difference between the sheet and the lens is the heat that the dye releases when it turns a photon of energy $E_1$ into one of lower energy $E_2$. The question is how much concentration this heat can pay for.

Let $\Phi(E)$ be the number of photons that cross a plane surface in air from one side, per unit area, time and photon energy. The incident flux at $E_1$ is $\Phi_1$, the flux emerging at $E_2$ is $\Phi_2$, and the concentration is
\begin{equation}
C=\frac{\Phi_2}{\Phi_1}.
\label{eq:Cdef}
\end{equation}
This is a ratio of spectral fluxes in the same refractive index. Let the dye be in contact with a bath at temperature $T$, let each absorbed photon yield at most one emitted photon, and let the light be dilute in a sense made precise below. The result to be derived is Yablonovitch's bound,
\begin{equation}
C\le C_{\max}=\left(\frac{E_2}{E_1}\right)^{2}\exp\!\left(\frac{E_1-E_2}{kT}\right).
\label{eq:bound}
\end{equation}

\subsection{From flux to photons per mode}

Thermodynamics acts on the mean number $f$ of photons in a mode, so the flux must first be expressed through $f$. In a periodic box of side $\ell$ the allowed wave vectors are $2\pi/\ell$ times a vector of integers. With two polarizations, the number of modes per unit volume in $d^3k$ is $2\,d^3k/(2\pi)^3$. In air $E=\hbar ck$, so that
\begin{equation}
\frac{2\,d^3k}{(2\pi)^3}=\frac{2k^2\,dk\,d\Omega}{(2\pi)^3}
=\frac{2E^2\,dE\,d\Omega}{(2\pi\hbar c)^3}
=\frac{2E^2}{h^3c^3}\,dE\,d\Omega .
\label{eq:modes}
\end{equation}
Photons travelling at angle $\theta$ to the surface normal carry their density across the surface at speed $c\cos\theta$. Multiplying \eqref{eq:modes} by $f c\cos\theta$ and integrating over the hemisphere gives
\begin{equation}
\Phi(E)=\frac{2E^2}{h^3c^2}\int f\cos\theta\,d\Omega
=\frac{2\pi E^2}{h^3c^2}\,\bar f,
\qquad
\bar f=\frac1\pi\int f\cos\theta\,d\Omega .
\label{eq:flux}
\end{equation}
The average $\bar f$ equals $f$ when the hemisphere is uniformly filled, because $\int\cos\theta\,d\Omega=\pi$. For a sun of half-angle $\theta_s$ at normal incidence, with occupation $f_s$ inside its disc and zero outside,
\begin{equation}
\bar f=\frac{f_s}{\pi}\int_0^{\theta_s}2\pi\sin\theta\cos\theta\,d\theta
=f_s\sin^2\theta_s .
\label{eq:dilution}
\end{equation}

Lossless passive optics carries light from mode to mode without raising its occupation. By \eqref{eq:flux} it can therefore fill empty directions, but it cannot increase the flux of light that already fills the hemisphere uniformly. This is why a lens fails under a cloudy sky.

From here on $f_1$ and $f_2$ denote the averages $\bar f$ at the two energies. Dividing \eqref{eq:flux} at $E_2$ by the same expression at $E_1$ gives
\begin{equation}
C=\left(\frac{E_2}{E_1}\right)^2\frac{f_2}{f_1}.
\label{eq:Cf}
\end{equation}
The squared factor is a ratio of mode numbers. It is smaller than one because fewer modes are available at the lower energy. It remains to bound $f_2/f_1$.

\subsection{The entropy brought by one photon}

Thermal light of mean occupation $f$ has a geometric distribution of photon numbers, $p_m=(1-y)y^m$. Its mean is $y/(1-y)=f$, so $y=f/(1+f)$ and $1-y=1/(1+f)$. The entropy of the mode is
\begin{align}
\frac{S}{k}&=-\sum_{m}p_m\ln p_m=-\ln(1-y)-f\ln y \nonumber\\
&=\ln(1+f)-f\ln f+f\ln(1+f)
=(1+f)\ln(1+f)-f\ln f .
\label{eq:entropy}
\end{align}
Differentiating,
\begin{equation}
\frac1k\frac{dS}{df}=\ln(1+f)+1-\ln f-1=\ln\!\left(1+\frac1f\right).
\label{eq:dS}
\end{equation}
A photon added to a nearly empty field brings much entropy, because there are many modes in which it might be found. A photon added to a highly occupied mode brings almost none.

\subsection{The second law for one conversion}

Suppose first that the field at $E_1$ has the uniform occupation $f_1$ and that a few photons are converted, too few to change either occupation. One conversion removes a photon from field 1, adds a photon to field 2 and delivers the heat $E_1-E_2$ to the bath. In a steady state the entropy of the dye does not change. If the conversion is not coupled to any other process, it can run forward only if
\begin{equation}
\frac{\Delta S}{k}=-\ln\!\left(1+\frac1{f_1}\right)+\ln\!\left(1+\frac1{f_2}\right)+\frac{E_1-E_2}{kT}\ge 0 .
\label{eq:second}
\end{equation}
Moving the first and third terms to the right and exponentiating,
\begin{equation}
\frac{1+f_2}{f_2}\ge\frac{1+f_1}{f_1}\,e^{-(E_1-E_2)/kT}.
\end{equation}
Both sides are positive, so taking reciprocals reverses the inequality:
\begin{equation}
\frac{f_2}{1+f_2}\le x,\qquad
x=\frac{f_1}{1+f_1}\,e^{(E_1-E_2)/kT}.
\label{eq:full}
\end{equation}
The left side increases with $f_2$ and stays below one. For $x<1$ the inequality can be solved:
\begin{equation}
f_2\le\frac{x}{1-x}
=\frac{f_1e^{(E_1-E_2)/kT}}{1+f_1-f_1e^{(E_1-E_2)/kT}} .
\label{eq:f2max}
\end{equation}
When $x\ll1$, which requires $f_1e^{(E_1-E_2)/kT}\ll1$ and not merely $f_1\ll1$, the denominator is close to one. Then $f_2/f_1\le e^{(E_1-E_2)/kT}$, and \eqref{eq:Cf} turns this into \eqref{eq:bound}. This is the meaning of dilute light.

At finite occupation the ceiling lies above the dilute one. Dividing \eqref{eq:f2max} by its dilute form and subtracting one gives the relative excess
\begin{equation}
\frac{f_1\left(e^{(E_1-E_2)/kT}-1\right)}{1+f_1-f_1e^{(E_1-E_2)/kT}}>0 .
\label{eq:excess}
\end{equation}
Equation \eqref{eq:bound} is thus the leading term for small $x$, and \eqref{eq:full} is the bound that holds at any occupation.

\subsection{The same bound from transition rates}

The entropy argument treats the dye as a black box. A rate model shows what happens inside it and does not assume that the populations are thermal. Let the dye have levels $a$ of energy $\varepsilon_a$, grouped in a ground and an excited electronic manifold, with populations $p_a$ and rates $w_{ab}$ from $a$ to $b$. The bath drives transitions within each manifold, and detailed balance fixes the ratio of their rates:
\begin{equation}
\frac{w_{ab}}{w_{ba}}=e^{-(\varepsilon_b-\varepsilon_a)/kT}.
\label{eq:bath}
\end{equation}
Light joins the manifolds. Absorption has rate $Bf$, and emission between the same two levels has rate $B(1+f)$, the one being spontaneous emission. The net current in a transition is $J_{ab}=p_aw_{ab}-p_bw_{ba}$. Since $J_{ab}$ has the sign of $\ln(p_aw_{ab}/p_bw_{ba})$,
\begin{equation}
\sum_{\text{transitions}}J_{ab}\left[\ln\frac{p_a}{p_b}+\ln\frac{w_{ab}}{w_{ba}}\right]\ge0 .
\label{eq:network}
\end{equation}
Because $J_{ba}=-J_{ab}$, the first part equals $\sum_a\ln p_a\sum_bJ_{ab}$. It vanishes because in a steady state no level gains or loses population, $\sum_bJ_{ab}=0$.

The second part has three contributions. Let $J$ be the net absorption rate at $E_1$. Without other losses it is also the net emission rate at $E_2$. Absorption contributes $J\ln[f_1/(1+f_1)]$ and emission contributes $J\ln[(1+f_2)/f_2]$. By \eqref{eq:bath} the bath transitions contribute $\sum J_{ab}(\varepsilon_a-\varepsilon_b)/kT$, which is the heat released per unit time divided by $kT$. Energy conservation makes this $J(E_1-E_2)/kT$. Therefore
\begin{equation}
J\left[\ln\frac{f_1}{1+f_1}+\ln\frac{1+f_2}{f_2}+\frac{E_1-E_2}{kT}\right]\ge0 .
\label{eq:JA}
\end{equation}
The bracket is the $\Delta S/k$ of \eqref{eq:second}. If $f_2$ exceeds the limit the bracket is negative, and the dye cannot emit on balance at $E_2$.

The limit is reached at zero current. Try populations that are thermal within each manifold, with an offset $\mu$ between the two: $p_a\propto e^{-\varepsilon_a/kT}$ in the ground manifold and $p_b\propto e^{(\mu-\varepsilon_b)/kT}$ in the excited one. An optical transition of energy $E$ carries no net current if $p_aBf=p_bB(1+f)$, that is, if
\begin{equation}
\frac{f}{1+f}=e^{(\mu-E)/kT}
\quad\Longleftrightarrow\quad
f=\frac1{e^{(E-\mu)/kT}-1}.
\label{eq:planck}
\end{equation}
This is Planck's law with a chemical potential $\mu$ for the photons. It can hold at $E_1$ and $E_2$ with one value of $\mu$ precisely when \eqref{eq:full} is an equality.

When the manifolds are relaxed in this way, losses lower $f_2$. Net absorption at $E_1$ requires $\mu$ to be less than the value $\mu_1$ that \eqref{eq:planck} assigns to $f_1$. Net emission at $E_2$ requires the corresponding $\mu_2$ to be no greater than $\mu$. Any extraction of light or non-radiative decay needs net absorption to sustain it, so then $\mu_2<\mu_1$.

A numerical solution of the rate equations, with four vibrational levels in each manifold, agrees with the entropy condition. For $E_1-E_2=0.1402$ eV, $T=300$ K and $f_1=10^{-3}$ the rates give $f_2=0.2933$ at zero current. The full formula \eqref{eq:f2max} gives the same value, while the dilute formula gives 0.2270. The agreement held for six random choices of the rates.

\subsection{Where the bound ends}

When $x$ reaches one, \eqref{eq:full} no longer restricts $f_2$. Setting $x=1$ gives the limiting shift
\begin{equation}
(E_1-E_2)_{\rm end}=kT\ln\!\left(1+\frac1{f_1}\right).
\label{eq:end}
\end{equation}
At this shift the heat delivered to the bath carries all the entropy lost by field 1, and the emitted photon need carry none. For undiluted sunlight from a black body at $T_s$, Planck's law gives $\ln(1+1/f_s)=E_1/kT_s$, so
\begin{equation}
(E_1-E_2)_{\rm end}=E_1\frac{T}{T_s},\qquad
E_2=E_1\left(1-\frac{T}{T_s}\right).
\label{eq:carnot}
\end{equation}
This is the Carnot condition: light without entropy is equivalent to work.

Which occupation applies depends on how the medium responds to direction. If a slab absorbs the same fraction of the light from every outside direction, and its excitation is uniform, it cannot tell a bright, narrow beam from a faint, wide one that brings the same flux. For such a slab $f_1$ is the average defined in \eqref{eq:flux}, a statement that the photon balance below will make precise.

The bound also needs the conversion to be uncoupled. If the energy of one photon could help to drive the conversion of another, two photons would enter \eqref{eq:second} for each one emitted. Solar cells connected in series to power one light-emitting diode form a device of this kind, and \eqref{eq:bound} does not apply to them. A single cell wired directly to the diode does not escape the bound: it supplies at most one electron per absorbed photon, and both devices share one voltage, which plays the part of $\mu$.

\section{How closely a slab approaches the bound}

\subsection{Symbols carried over, and the slab}

Photons are absorbed at $E_1$ and emitted at $E_2<E_1$ by a dye at temperature $T$. The flux in air per unit area and energy is $\Phi=(2\pi E^2/h^3c^2)f$, where $f$ is the occupation averaged over the hemisphere. For dilute light the concentration $C=\Phi_2/\Phi_1$ is at most $C_{\max}=(E_2/E_1)^2e^{(E_1-E_2)/kT}$. A dye with relaxed vibrational levels and excitation $\mu$ is in balance with light of occupation $f\simeq e^{(\mu-E)/kT}$, the dilute form of \eqref{eq:planck}. The corresponding flux is
\begin{equation}
\Phi(E,\mu)=\frac{2\pi E^2}{h^3c^2}\,e^{(\mu-E)/kT},
\qquad
\frac{\Phi(E_2,\mu)}{\Phi(E_1,\mu)}=C_{\max}.
\label{eq:phimu}
\end{equation}

The slab has refractive index $n$, thickness $d$ and length $L$. Its back, its sides and its far end are perfect mirrors, and the remaining edge is open to light at $E_2$ only. The ratio of front area to edge area is the geometric gain $G=L/d$. The absorption coefficients $\alpha_1$ and $\alpha_2$ at the two energies enter through $\tau_i=\alpha_id$. Surface reflection outside the range of total internal reflection is neglected. The excitation $\mu$ is taken as uniform, and the two bands are narrow and equally wide, so their width cancels from the photon balance.

The second law limits the concentration of dilute light to $C_{\max}$, and a rate model of the dye gives the same limit. It remains to find the emission and losses of the slab just described, and from its photon balance how closely it approaches that bound.

All numerical values are calculated from the stated model.
